Why a fixed plane-wave set pulls a variable cell inward

A crystal is simulated with a cell that is free to change its volume. At the start of the run a set of plane waves is chosen by an energy cutoff, and the same set, label by label, is kept while the barostat moves the cell. The energy is conserved well and the calculated pressure averages to the requested value. Yet the cell settles at a smaller volume than the one found by computing the energy at several volumes with the same cutoff. The question is where the inward pull comes from, since no force has been computed wrongly.

The answer is that the labels are fixed but the waves are not. When the cell expands, every wave in the set becomes longer, and the set loses its ability to describe sharp features of the orbitals. This adds an artificial rise to the physical change of the energy, and the barostat responds to the added rise as if it were a real resistance to expansion.

Labels and cutoff

Take a cell of volume V that changes size but not shape. A plane wave allowed by the periodic boundary conditions has wavevector k + G, where G is a reciprocal lattice vector labelled by three integers and k is a point of the Brillouin zone with fixed fractional coordinates. At fixed labels all lengths in reciprocal space scale as V^(−1/3), so the kinetic energy of each wave scales as

ħ²|k + G|²/2m ∝ V^(−2/3).

Suppose the set was chosen at volume V₀ to hold all waves with kinetic energy below E₀. At another volume the same labels are those below

E_eff(V) = E₀ (V₀/V)^(2/3).

This is the effective cutoff. It falls on expansion. Taking the logarithm and differentiating gives the factor needed later:

ln E_eff = ln E₀ − (2/3) ln(V/V₀),
d ln E_eff/dV = −2/(3V).

A run at constant cutoff behaves differently. The number of waves below E_cut is, for a large set, the volume of a sphere in reciprocal space divided by the volume (2π)³/V per wave, so it grows in proportion to V. Keeping the number fixed means withholding the waves that an expanding cell would need.

What the computed pressure is the derivative of

Let E(V, E_cut) be the electronic energy, minimised over the orbitals in the basis, plus the ion–ion energy. Occupations are fixed, as in an insulator, and ions keep their fractional coordinates. Two derivatives with respect to volume must be kept apart. At constant cutoff,

P_cut = −∂E/∂V at fixed E_cut.

At fixed labels the energy is E_N(V) = E(V, E_eff(V)), and

P_N = −dE_N/dV.

The usual virial formula gives P_N. To see this for independent electrons, expand an orbital in normalised plane waves with coefficients collected in a vector c. It obeys Hc = εc and c†c = 1, and its energy is ε = c†Hc. Differentiating at fixed labels,

dε/dV = c†(dH/dV)c + (dc†/dV)Hc + c†H(dc/dV)
      = c†(dH/dV)c + ε d(c†c)/dV
      = c†(dH/dV)c.

The last term of the middle line vanishes because the norm stays equal to one. No change of the orbital is needed. In a self-consistent calculation with a norm-conserving pseudopotential the argument is the same: the energy is stationary with respect to orthonormal coefficients, so only its explicit dependence on V survives.

The matrix H consists of a kinetic part, proportional to V^(−2/3), and a potential part U. With T the total kinetic energy of the electrons and E_ion the ion–ion energy,

P_N V = (2/3)T − ⟨∂U/∂ln V⟩ − dE_ion/d ln V.

This is the correct derivative of E_N. The trouble lies in the curve being differentiated.

The chain rule now connects the two pressures:

dE_N/dV = ∂E/∂V + (∂E/∂ln E_cut)(d ln E_eff/dV)
        = ∂E/∂V − (2/3V) ∂E/∂ln E_cut.

Changing the sign of both sides gives, at V₀, where E_eff = E₀,

P_N = P_cut + P_Pulay,
P_Pulay = (2/3V) ∂E/∂ln E_cut.

The second term is the Pulay stress, written here as a pressure. Its sign follows from the variational principle. Raising the cutoff adds waves and removes none, so the minimum energy can only fall or stay the same, and ∂E/∂ln E_cut ≤ 0. Hence P_Pulay ≤ 0. With positive pressure defined as pushing the cell outward, the extra term pulls it inward.

Energy and volume both grow in proportion to the number of repeated cells, so P_Pulay does not shrink when a larger supercell is used. It vanishes when the energy no longer depends on the cutoff.

A staircase hidden in the derivative

At a finite set of k-points the energy is not a smooth function of the cutoff. It is constant until another wave enters, and then it drops. Likewise, at constant cutoff an infinitesimal expansion usually brings no new wave into the sphere. Between such events the slope of the constant-cutoff energy is that of the fixed-label energy, and the Pulay term sits in the drops.

The derivatives in P_cut and P_Pulay therefore refer to smooth curves, obtained with a dense k-mesh and a fit that spans many steps. A difference between two very close cutoffs would give zero or a spurious jump.

This also shows why rebuilding the basis at each new volume does not by itself cure the pressure. At the instant of evaluation the virial formula still differentiates with the labels held fixed. It returns P_cut + P_Pulay at the restored cutoff E₀, and the sudden changes of basis introduce jumps into the energy as well.

Why constant cutoff is the better curve

So far the bias is relative to the constant-cutoff curve, which has a basis error of its own. Write

E(V, E_cut) = E_∞(V) + Δ(V, E_cut),

where E_∞ is the complete-basis energy and Δ ≥ 0 is the basis error. Then

dE_N/dV − dE_∞/dV = ∂Δ/∂V − (2/3V) ∂Δ/∂ln E_cut.

The second term on the right, with its minus sign, is positive or zero: it makes the energy rise too fast on expansion. The first can have either sign. The fixed-label run is biased toward small volumes relative to the complete basis when the first term is small compared with the second.

There is a reason to expect this for orbitals whose sharp structure sits near the nuclei. To second order in the missing waves, and neglecting the potential that couples them to one another, a wave K of high kinetic energy T_K lowers the energy of an orbital ψ by

|⟨K|U|ψ⟩|²/(T_K − ε).

The normalised wave carries a factor V^(−1/2), so the squared matrix element carries 1/V. The number of waves in a given region of reciprocal space is proportional to V. The two factors cancel in the sum over missing waves. If the orbital near the nucleus hardly changes when the neighbours move away, neither does Δ at fixed cutoff. The constant-cutoff curve is then nearly a rigidly raised copy of the complete-basis curve, with nearly the same minimum. With fixed labels the error grows on expansion and tilts the curve.

A crystal that can be solved

Consider a simple cubic model crystal with one site per cell and lattice constant 3 Å, so V₀ = 27 Å³. Each site carries the potential well

u(r) = −D exp(−r/b), D = 100 eV, b = 0.4 Å.

Two electrons per cell, which do not interact with each other, fill the lowest band. The cusp of the well at r = 0 plays the part of the sharp structure near a nucleus.

The matrix of the potential follows from the Fourier integral of one well. After the angular integration,

∫ exp(−r/b) exp(−iq·r) d³r = (4π/q) ∫₀^∞ r sin(qr) exp(−r/b) dr.

With α = 1/b, the radial integral is minus the α-derivative of ∫₀^∞ sin(qr) exp(−αr) dr = q/(α² + q²), which is 2αq/(α² + q²)². Therefore

U(q) = −(8πb³D/V)/(1 + s)², s = q²b²,

where q is the length of the difference of two reciprocal lattice vectors. At fixed labels ds/d ln V = −2s/3, so the explicit volume derivative is

∂U/∂ln V = U [−1 + 4s/(3(1 + s))].

The −1 comes from the prefactor 1/V, and the rest from the stretching of the wavevectors.

The electrons alone would make this crystal contract, so the ions are given a pair repulsion proportional to r⁻¹². Every distance scales as V^(1/3), and the lattice sum is

E_ion = C (V₀/V)⁴,
P_ion = −dE_ion/dV = (4C/V)(V₀/V)⁴.

The strength C = 0.740 eV is set so that the total virial pressure at V₀ vanishes in a reference calculation with a cutoff of 600 eV. The working cutoff is 250 eV. Energies come from diagonalising H on a 6×6×6 k-mesh shifted off the zone centre, and on a similar 4×4×4 mesh for the reference. At V₀ the top of the filled band lies 9.0 eV below the bottom of the next band on the reference mesh. That mesh misses the band edges; with the zone centre and boundary included the gap at 250 eV is about 7.6 eV, and it stays between about 7 and 8 eV over the volumes used below.

Expand the cell to ln(V/V₀) = 0.1, or 29.84 Å³. The effective cutoff of the fixed set becomes

250 eV × exp(−0.2/3) = 233.9 eV.

The fixed set has 242 waves per k-point on average, while a cutoff of 250 eV would now admit 268.

The basis errors, relative to the 600 eV reference, are these:

ln(V/V₀) = −0.1: 0.092 eV at fixed cutoff, 0.074 eV at fixed labels
ln(V/V₀) = 0: 0.092 eV for both
ln(V/V₀) = +0.1: 0.091 eV at fixed cutoff, 0.114 eV at fixed labels

At fixed cutoff the error changes by about 0.001 eV over the whole range. Most of this comes from the use of two k-meshes: at 600 eV they differ by 0.0013, 0.0007 and 0.0004 eV at the three volumes, and with the reference on the 6×6×6 mesh the errors are 0.0910, 0.0907 and 0.0908 eV. At fixed labels the error grows by 0.040 eV. The energy error at V₀ is the same in both procedures; what differs is how it changes with volume.

The size of the Pulay pressure

A cubic fit to energies at 13 cutoffs, with ln(E_cut/E₀) between −0.15 and 0.15 and the volume held at V₀, gives

∂E/∂ln E_cut = −0.300 eV.

The Pulay pressure is therefore

P_Pulay = 2 × (−0.300 eV)/(3 × 27 Å³) = −0.0074 eV/Å³ = −1.19 GPa.

The same quantity can be reached without varying the cutoff at fixed volume. The virial formula at fixed labels gives an electronic pressure of −18.68 GPa at V₀. The ions contribute 4C/V₀ = 0.1096 eV/Å³, or 17.56 GPa, and the sum is P_N = −1.12 GPa. A quartic fit to the electronic energies at 13 volumes, all with a cutoff of 250 eV, gives P_cut = +0.10 GPa once the ions are included. The difference is

P_N − P_cut = −1.22 GPa.

It agrees with the Pulay formula to about 3%. The rest may come from the staircase that survives in both fits, though its sources have not been separated.

Much of the small positive P_cut can be traced to the way C was fixed. The reference pressure that was set to zero is itself a virial pressure, and so contains the reference's own Pulay term. Estimated from the energies at 500 and 600 eV, that term is about −0.1 GPa; this difference gives the mean slope over the interval and overstates the slope at 600 eV, since the slope shrinks as the cutoff rises. The constant-cutoff pressure of the reference at V₀ is then positive and somewhat below 0.1 GPa, of the same size as the value found at 250 eV. The agreement is only rough: the drift of 0.001 eV in the fixed-cutoff error over a range of 0.2 in ln V corresponds to (0.001/0.2)/27 eV/Å³ ≈ 0.03 GPa, and most of that drift is the difference between the two k-meshes, which shifts the electronic pressure at 600 eV by about 0.02 GPa. The volume of 27 Å³ is thus a good reference point, but not the rest volume of a complete basis.

It is instructive to compare energy and pressure errors. If Δ falls locally as E_cut^(−p), then ∂Δ/∂ln E_cut = −pΔ and

P_Pulay = −(2p/3) Δ/V.

With Δ measured from the reference, p would be 0.300/0.092 ≈ 3.3. The reference keeps a basis error of about 0.005 eV of its own, so Δ is nearer 0.096 eV and p ≈ 3.1. A basis error that nearly cancels between two volumes at the same cutoff enters the fixed-label pressure as an error per unit volume, Δ/V, multiplied by 2p/3, about 2.1, with nothing to cancel it.

How far the cell moves

At zero external pressure the fixed-label crystal rests where P_N = 0. Near V₀ put x = ln(V/V₀) and define the modulus B_N = −dP_N/dx at V₀. To first order P_N(x) = P_N(V₀) − B_N x, and the zero lies at

x ≈ P_N(V₀)/B_N = −1.12 GPa/35.4 GPa = −0.032.

Solving P_N = 0 numerically, with the electronic virial pressure interpolated between seven volumes, gives x = −0.028, a volume of 26.25 Å³. The shift is smaller than the linear estimate because the crystal stiffens as it shrinks: the mean slope between the two volumes is 1.12/0.028 ≈ 40 GPa, larger than the 35.4 GPa at V₀.

The constant-cutoff energy has its minimum at 27.08 Å³. Keeping the labels fixed has thus lowered the rest volume by about 3%, with the same cutoff at V₀ and the same physical model.

Why the run itself gives no warning

Let the volume be a dynamical variable with inertia W, as in an isotropic barostat. The site is a centre of symmetry, so the ion feels no force and can stay where it is. The equation of motion is

W d²V/dt² = P_N − P_ext.

Multiply by dV/dt and use P_N = −dE_N/dV:

d/dt [W(dV/dt)²/2 + E_N + P_ext V] = 0.

The conserved quantity contains the biased energy E_N. The biased pressure is its proper derivative, so the two are consistent with each other. Good conservation shows that the equations were integrated well; it says nothing about whether the basis stayed equally good.

Release the cell at rest from 27 Å³ with P_ext = 0 and W = 100 eV fs²/Å⁶. Integration by the velocity Verlet method with a 1 fs step gives an oscillation with a period of 614 fs. The volume falls to 25.55 Å³ and returns, with a time average of 26.29 Å³. The average differs slightly from the rest volume because the oscillation is not harmonic.

At the smallest volume the cell is again momentarily at rest. The fixed-label energy there equals its starting value to better than 0.001 meV, as conservation requires. The constant-cutoff energy, read from the smooth quartic fit, is 10.6 meV higher than at the start; the staircase makes this figure uncertain by about 1 meV. By that measure the cell has climbed a hill from rest. The energy for the climb came from the improvement of the basis on compression.

This run isolates the motion of the cell and has no thermal motion of the ions. In a run at finite temperature the same relation between P_N and P_cut holds for each configuration near V₀, with a slope ∂E/∂ln E_cut that may vary from one configuration to another. The kinetic pressure of the ions is simply added to both.

What to do about it

The direct remedy is a higher cutoff, chosen by the convergence of the pressure. Convergence of energy differences at constant cutoff is a weaker demand, because the volume-independent part of Δ drops out of them.

The other remedy keeps the basis and moves the target. Taking the constant-cutoff curve as the stand-in for the complete basis, the condition wanted is P_cut = P_ext. Since P_N = P_cut + P_Pulay, the barostat, which sees P_N, should be asked for

P_N = P_ext + P_Pulay.

In the model this means a target of −1.19 GPa in place of zero. The fixed-label crystal then rests at 27.05 Å³, within about 0.1% of the constant-cutoff value.

This correction is of first order, because P_Pulay was evaluated at V₀ while both the effective cutoff and the slope change as the cell moves. It serves for fluctuations around a volume close to V₀. If the mean volume drifts far away, the basis should be chosen afresh there and P_Pulay computed again. A change of shape needs more than this formula: the sphere of allowed waves becomes an ellipsoid, and one effective cutoff no longer describes the basis.
